# Hartree-Fock hydrogen in a periodic cell: the omitted q=0 exchange term: verification in Python

```python
"""Finite-size error of Hartree-Fock hydrogen in a periodic cubic cell.

Result under test (atomic units): if the G=0 term of exchange is omitted,
    E(cell) - E(isolated) = alpha/(2 L) - 2 pi <r^2>/(3 L^3) - relaxation,
L: cell side; alpha: cubic Madelung constant; <r^2>: mean square radius of
the electron; relaxation: small second-order response of the orbital.
Gamma point only, one spin-up electron, fixed point nucleus.
The Gaussian basis neglects overlap of orbitals in different cells.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.special import erfc

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
PI = np.pi


def integer_grid(nmax):
    n = np.arange(-nmax, nmax + 1)
    return np.array(np.meshgrid(n, n, n, indexing="ij")).reshape(3, -1).T


GRID = integer_grid(5)
N2, MULT = np.unique((GRID**2).sum(1), return_counts=True)
N2, MULT = N2[1:], MULT[1:]          # shells without the origin


def reciprocal_part(L):
    eta = PI / L**2
    G2 = (2 * PI / L)**2 * N2
    return np.sum(MULT * 4 * PI / (L**3 * G2) * np.exp(-G2 / (4 * eta)))


def madelung():
    """Minus the regular part at the origin of the unit-cell potential."""
    R = np.sqrt(N2)
    return -(reciprocal_part(1.0) + np.sum(MULT * erfc(np.sqrt(PI) * R) / R)
             - 2.0 - 1.0)


def gaussian_lattice(p, L):
    """Sum over G != 0 of 4 pi exp(-G^2/4p)/(V G^2), by Ewald splitting."""
    p = np.asarray(p, float)
    eta = PI / L**2
    R = L * np.sqrt(N2)
    images = np.sum(MULT * (erfc(np.sqrt(eta) * R)
                            - erfc(np.sqrt(p)[..., None] * R)) / R, axis=-1)
    return (reciprocal_part(L) + images
            + 2 * (np.sqrt(p) - np.sqrt(eta)) / np.sqrt(PI)
            - PI / L**3 * (1 / eta - 1 / p))


def lattice_potential(points, L):
    """Zero-mean potential of a lattice of unit charges plus background."""
    eta = PI / L**2
    n = integer_grid(4)
    dist = np.linalg.norm(points[:, None, :] - L * n[None], axis=2)
    real = np.sum(erfc(np.sqrt(eta) * dist) / dist, axis=1)
    n = n[(n**2).sum(1) > 0]
    G = 2 * PI / L * n
    G2 = (G**2).sum(1)
    weight = 4 * PI / (L**3 * G2) * np.exp(-G2 / (4 * eta))
    return real + np.cos(points @ G.T) @ weight - PI / (L**3 * eta)


alpha = madelung()

# Madelung constant again, as a real-space sum of neutral cubes (unit side)
x, w = np.polynomial.legendre.leggauss(8)
x, w = x / 2, w / 2
home = 1.5 * np.sum(w[:, None] * w / np.sqrt(x[:, None]**2 + x**2 + 0.25))
cube = np.array(np.meshgrid(x, x, x, indexing="ij")).reshape(3, -1).T
cube_w = np.einsum("i,j,k->ijk", w, w, w).ravel()
outer_sum = 0.0
for n in integer_grid(12):
    d2 = n @ n
    if 0 < d2 <= 144:
        outer_sum += 1 / np.sqrt(d2) - cube_w @ (
            1 / np.linalg.norm(cube + n, axis=1))
# pi/6 removes the mean potential of the neutral cubes
alpha_direct = home + PI / 6 - outer_sum
# tolerance: the direct sum is cut at 12 cell sides
assert abs(alpha - alpha_direct) < 1e-3

L = 20.0
V = L**3

# Spherical average of the lattice potential, and size of its cubic part
ct, wt = np.polynomial.legendre.leggauss(16)
az = 2 * PI * (np.arange(32) + 0.5) / 32
st = np.sqrt(1 - ct**2)
directions = np.stack([np.outer(st, np.cos(az)), np.outer(st, np.sin(az)),
                       np.outer(ct, np.ones(32))], axis=-1).reshape(-1, 3)
angle_w = np.repeat(wt / 2, 32) / 32
for r in (2.0, 5.0, 8.0):
    average = angle_w @ lattice_potential(r * directions, L)
    assert abs(average - (1 / r - alpha / L + 2 * PI * r**2 / (3 * V))) < 1e-9
xr, wr = np.polynomial.legendre.leggauss(24)
cubic_square = 0.0
for r, weight in zip(6 * (xr + 1), 6 * wr):
    pot = lattice_potential(r * directions, L)
    variance = angle_w @ (pot - angle_w @ pot)**2
    cubic_square += weight * 4 * r**2 * np.exp(-2 * r) * variance
# lowest l=4 level of hydrogen lies at -1/50 hartree
cubic_bound = cubic_square / (0.5 - 1 / 50)
assert cubic_bound < 1e-7

# Explicit reciprocal sums: Gaussian check and Hartree energy of exact 1s
G2 = (2 * PI / L)**2 * (integer_grid(40)**2).sum(1)
G2 = G2[G2 > 0]
explicit = np.sum(4 * PI / (V * G2) * np.exp(-G2 / (4 * 0.5)))
assert abs(explicit - gaussian_lattice(0.5, L)) < 1e-9
hartree_1s = np.sum(2 * PI / (V * G2) * (16 / (4 + G2)**2)**2)
k, wk = np.polynomial.legendre.leggauss(200)
angle = PI / 4 * (k + 1)             # G = 2 tan(angle) covers all G
hartree_isolated = np.sum(PI / 4 * wk * 2 * np.cos(angle)**6) / PI
image_1s = hartree_1s - hartree_isolated
# tolerance: tail of the explicit sum beyond the largest G
assert abs(image_1s - (-alpha / (2 * L) + 2 * PI * 3 / (3 * V))) < 2e-6

# Hartree-Fock in even-tempered s Gaussians
a = 0.06 * 2.2**np.arange(12)
P = a[:, None] + a
S = (2 * np.sqrt(np.outer(a, a)) / P)**1.5
T = 3 * np.outer(a, a) / P * S
R2 = 1.5 / P * S
EFF = P[:, :, None, None] * P / (P[:, :, None, None] + P)
SS = S[:, :, None, None] * S
ERI_ISO = SS * 2 * np.sqrt(EFF / PI)


def hartree_fock(h, coulomb, exchange, nuclear):
    """Return total energy, occupied level and density matrix."""
    c = eigh(h, S)[1][:, 0]
    for _ in range(40):
        D = np.outer(c, c)
        J = np.einsum("ijkl,kl->ij", coulomb, D)
        K = np.einsum("ikjl,kl->ij", exchange, D)
        F = h + J - K
        c = eigh(F, S)[1][:, 0]
    D = np.outer(c, c)
    J = np.einsum("ijkl,kl->ij", coulomb, D)
    K = np.einsum("ikjl,kl->ij", exchange, D)
    energy = np.sum(D * (h + 0.5 * (J - K))) + nuclear
    return energy, np.sum(D * (h + J - K)), D


h_iso = T - S * 2 * np.sqrt(P / PI)
E_iso, level_iso, D_iso = hartree_fock(h_iso, ERI_ISO, ERI_ISO, 0.0)
r2 = np.sum(D_iso * R2)
assert abs(E_iso + 0.5) < 2e-5 and abs(r2 - 3) < 0.01

trend = []
for side in (15.0, 20.0, 30.0, 40.0):
    curvature = 2 * PI / (3 * side**3)
    h = T - S * gaussian_lattice(P, side)
    eri = SS * gaussian_lattice(EFF, side)
    nuclear = -alpha / (2 * side)
    E_omit, level_omit, _ = hartree_fock(h, eri, eri, nuclear)
    E_bare, _, _ = hartree_fock(h, 0 * eri, 0 * eri, nuclear)
    E_mad, level_mad, _ = hartree_fock(h, eri, eri + alpha / side * SS,
                                       nuclear)
    E_true, level_true, _ = hartree_fock(h, eri, ERI_ISO, nuclear)
    formula = alpha / (2 * side) - curvature * r2
    relaxation = formula - (E_omit - E_iso)
    # variance of r^2 is 13.5; first s excitation 3/8; 10 % for third order
    bound = 1.1 * 13.5 / 0.375 * curvature**2
    assert -1e-8 < relaxation < bound + 1e-8
    assert abs(E_omit - E_bare) < 1e-7
    assert abs(E_true - E_iso) < 1e-7
    assert abs(E_mad - E_iso + curvature * r2) < bound + 1e-7
    trend.append((side, E_omit - E_iso, formula))
    if side == L:
        eri2 = SS * gaussian_lattice(EFF, 2 * L)
        E_double, _, _ = hartree_fock(h, eri, eri2, nuclear)
        keep = (E_omit, level_omit, E_mad, E_true, level_true, relaxation)

E_omit, level_omit, E_mad, E_true, level_true, relaxation = keep
second = 2 * PI * r2 / (3 * V)
assert abs(level_omit - level_iso - (alpha / L - second)) < 5e-6
assert abs(level_true - level_iso - second) < 1e-6
double_formula = alpha / (4 * L) - second / 8
assert abs(E_double - E_iso - double_formula) < 5e-6

# Overlap of exact 1s orbitals one cell apart, in elliptic coordinates
t, wl = np.polynomial.laguerre.laggauss(8)
mu = 1 + t / L
overlap = L**2 / 4 * np.exp(-L) * np.sum(wl * (2 * mu**2 - 2 / 3))

shift = E_omit - E_iso
print(f"cell side: {L * ANG:.4f} angstrom (= {L:.0f} bohr)")
print(f"Madelung constant, Ewald: {alpha:.6f} (no unit)")
print(f"Madelung constant, neutral cubes: {alpha_direct:.4f} (no unit)")
print(f"mean square radius in basis: {r2 * ANG**2:.4f} angstrom^2")
print(f"isolated atom in basis: {E_iso * EV:.4f} eV")
print(f"basis error of isolated atom: {(E_iso + 0.5) * EV:.2e} eV")
print(f"nuclear lattice energy: {-alpha / (2 * L) * EV:.4f} eV")
print(f"electron-nucleus image energy: {(alpha / L - second) * EV:.4f} eV")
print(f"Hartree image energy, exact 1s sum: {image_1s * EV:.4f} eV")
print(f"leading error alpha/(2L): {alpha / (2 * L) * EV:.4f} eV"
      f" (= {alpha / (2 * L):.5f} hartree)")
print(f"second-moment term: {-second * EV:.4f} eV")
print(f"relaxation term: {-relaxation * EV:.2e} eV")
print(f"total energy, q=0 exchange omitted: {E_omit * EV:.4f} eV")
print(f"full error, q=0 exchange omitted: {shift * EV:.4f} eV"
      f" (= {shift:.5f} hartree)")
print(f"occupied level, isolated: {level_iso * EV:.4f} eV")
print(f"occupied level, q=0 omitted: {level_omit * EV:.4f} eV")
print(f"level shift, q=0 omitted: {(level_omit - level_iso) * EV:.4f} eV")
print(f"error with alpha/L restored: {(E_mad - E_iso) * EV:.4f} eV")
print("size of error with isolated exchange kernel:"
      f" {abs(E_true - E_iso) * EV:.1e} eV")
print("level offset with isolated exchange kernel:"
      f" {(level_true - level_iso) * EV:.4f} eV")
print("error with exchange cell doubled (2x2x2 k mesh):"
      f" {(E_double - E_iso) * EV:.4f} eV")
for side, error, formula in trend:
    print(f"side {side * ANG:.3f} angstrom: error {error * EV:.4f} eV,"
          f" two-term formula {formula * EV:.4f} eV")
print(f"bound on cubic distortion energy: {cubic_bound * EV:.1e} eV")
print(f"overlap of 1s orbitals one cell apart: {overlap:.2e} (no unit)")
print("rough size of overlap energy, 6 x overlap x binding:"
      f" {6 * overlap * 0.5 * EV:.1e} eV")
print("OK")
```

It prints:

```
cell side: 10.5835 angstrom (= 20 bohr)
Madelung constant, Ewald: 2.837297 (no unit)
Madelung constant, neutral cubes: 2.8373 (no unit)
mean square radius in basis: 0.8400 angstrom^2
isolated atom in basis: -13.6056 eV
basis error of isolated atom: 8.36e-05 eV
nuclear lattice energy: -1.9302 eV
electron-nucleus image energy: 3.8390 eV
Hartree image energy, exact 1s sum: -1.9088 eV
leading error alpha/(2L): 1.9302 eV (= 0.07093 hartree)
second-moment term: -0.0214 eV
relaxation term: -6.00e-05 eV
total energy, q=0 exchange omitted: -11.6969 eV
full error, q=0 exchange omitted: 1.9087 eV (= 0.07014 hartree)
occupied level, isolated: -13.6056 eV
occupied level, q=0 omitted: -9.7667 eV
level shift, q=0 omitted: 3.8389 eV
error with alpha/L restored: -0.0214 eV
size of error with isolated exchange kernel: 3.0e-15 eV
level offset with isolated exchange kernel: 0.0214 eV
error with exchange cell doubled (2x2x2 k mesh): 0.9624 eV
side 7.938 angstrom: error 2.5226 eV, two-term formula 2.5229 eV
side 10.584 angstrom: error 1.9087 eV, two-term formula 1.9088 eV
side 15.875 angstrom: error 1.2804 eV, two-term formula 1.2804 eV
side 21.167 angstrom: error 0.9624 eV, two-term formula 0.9624 eV
bound on cubic distortion energy: 7.2e-08 eV
overlap of 1s orbitals one cell apart: 3.18e-07 (no unit)
rough size of overlap energy, 6 x overlap x binding: 2.6e-05 eV
OK
```
